# Strain of a Coherent Cubic Film on an Arbitrary (hkl) Substrate: a program that tests the result

```python
"""Strain of a coherent cubic film on an (hkl) substrate.

Result under test: with e = a_sub/a_film - 1 and unit normal n,
    strain = e*I + (q n^T + n q^T)/2,   Gamma q = -e (C11 + 2 C12) n,
    Gamma_ik = (C44 + D n_i^2) delta_ik + (C12 + C44) n_i n_k,
    D = C11 - C12 - 2 C44.
The shear between normal and interface is half the in-plane part of q. It
vanishes only if all nonzero n_i^2 are equal (or D = 0 or e = 0).
Strain refers to the relaxed film, in crystal axes, with tensor shears.
Stiffness is in GPa, length in nm. The independent road is minimization of
the elastic energy over the strain components left free by coherence.
"""
from itertools import product
from math import gcd
import numpy as np
from scipy.integrate import quad
from scipy.linalg import null_space, polar
from scipy.optimize import brentq

I3 = np.eye(3)


def unit(v):
    v = np.asarray(v, float)
    return v / np.linalg.norm(v)


def christoffel(n, C):
    c11, c12, c44 = C
    aniso = c11 - c12 - 2 * c44
    return np.diag(c44 + aniso * n**2) + (c12 + c44) * np.outer(n, n)


def solve_q(n, e, C):
    """The three traction-free equations."""
    return np.linalg.solve(christoffel(n, C), -e * (C[0] + 2 * C[1]) * n)


def strain_from_q(n, e, q):
    return e * I3 + (np.outer(q, n) + np.outer(n, q)) / 2


def stress(eps, C):
    c11, c12, c44 = C
    diagonal = np.diag(np.diag(eps))
    return (2 * c44 * (eps - diagonal) + (c11 - c12) * diagonal
            + c12 * np.trace(eps) * I3)


def energy2(s, C):
    """Second-order cubic elastic energy density."""
    a, b, c = s[0, 0], s[1, 1], s[2, 2]
    return (C[0] / 2 * (a*a + b*b + c*c) + C[1] * (a*b + b*c + c*a)
            + 2 * C[2] * (s[0, 1]**2 + s[1, 2]**2 + s[0, 2]**2))


def energy3(s, T):
    """Third-order cubic elastic energy density, Voigt components."""
    c111, c112, c123, c144, c166, c456 = T
    a, b, c = s[0, 0], s[1, 1], s[2, 2]
    u, v, w = 2 * s[1, 2], 2 * s[0, 2], 2 * s[0, 1]
    return (c111 / 6 * (a**3 + b**3 + c**3)
            + c112 / 2 * (a*a*(b + c) + b*b*(a + c) + c*c*(a + b))
            + c123 * a*b*c + c144 / 2 * (a*u*u + b*v*v + c*w*w)
            + c166 / 2 * (a*(v*v + w*w) + b*(u*u + w*w) + c*(u*u + v*v))
            + c456 * u*v*w)


def stationary_point(energy, iterations=8):
    """Newton search; gradients by complex step, Hessian by differences."""
    tiny, step = 1e-30, 1e-4

    def grad(x):
        return np.array([energy(x + 1j * tiny * k).imag / tiny for k in I3])

    x = np.zeros(3)
    for _ in range(iterations):
        hess = np.array([(grad(x + step*k) - grad(x - step*k)) / (2*step)
                         for k in I3]).T
        x = x - np.linalg.solve(hess, grad(x))
    return x


def strain_by_energy(n, e, C):
    """Only the in-plane strain is prescribed; the rest is minimized."""
    t1, t2 = null_space(n[None, :]).T
    fixed = e * (np.outer(t1, t1) + np.outer(t2, t2))
    modes = [np.outer(n, n)] + [np.outer(t, n) + np.outer(n, t)
                                for t in (t1, t2)]

    def total(x):
        return fixed + x[0]*modes[0] + x[1]*modes[1] + x[2]*modes[2]

    return total(stationary_point(lambda x: energy2(total(x), C), 3))


def inplane(q, n):
    return q - (q @ n) * n


# ---- model parameters: rough regime of silicon-rich SiGe on silicon ----
a_sub, a_film = 0.543, 0.550
C = (155.0, 60.0, 75.0)
third = (-800.0, -450.0, -70.0, 15.0, -300.0, -70.0)
h_film, h_sub = 4.0, 7.0e5
d_alpha = 1.0e-6              # film minus substrate expansion, 1/K
T_ref, T_use, T_growth = 300.0, 400.0, 850.0
e = a_sub / a_film - 1
aniso = C[0] - C[1] - 2 * C[2]
strong = (250.0, 150.0, 125.0)   # second test crystal, strongly anisotropic

# ---- test: equations against energy minimization; shear criterion ----
count = 0
worst = 0.0
for hkl in product(range(-2, 4), repeat=3):
    if gcd(*hkl) != 1:
        continue
    n = unit(hkl)
    nonzero = {abs(i) for i in hkl if i != 0}
    for crystal in (C, strong):
        q = solve_q(n, e, crystal)
        eps = strain_from_q(n, e, q)
        gap = np.abs(eps - strain_by_energy(n, e, crystal)).max()
        worst = max(worst, gap)
        assert gap < 1e-10
        assert np.abs(stress(eps, crystal) @ n).max() < 1e-10
        shear_size = np.linalg.norm(inplane(q, n))
        if len(nonzero) == 1:
            assert shear_size < 1e-12
        else:
            assert shear_size > 1e-5
    count += 1

# ---- test: closed shear formula on the (hhl) family, including its sign ----
opposite = (155.0, 60.0, 35.0)   # positive anisotropy
for crystal in (C, strong, opposite):
    c11, c12, c44 = crystal
    D = c11 - c12 - 2 * c44
    for h, l in ((1, 5), (1, 3), (1, 2), (2, 3), (3, 2), (3, 1)):
        n = unit((h, h, l))
        t = np.array([n[2], n[2], -2 * n[0]]) / np.sqrt(2)
        d1, d3 = c44 + D * n[0]**2, c44 + D * n[2]**2
        den = d1*d3 + (c12 + c44) * (2 * n[0]**2 * d3 + n[2]**2 * d1)
        formula = (-e * (c11 + 2*c12) * np.sqrt(2) * n[0] * n[2] * D
                   * (n[2]**2 - n[0]**2) / den)
        found = 2 * n @ strain_by_energy(n, e, crystal) @ t
        assert den > 0 and abs(found - formula) < 1e-10
        assert np.sign(found) == np.sign(-e * D * (l - h))

# ---- test: no interface shear in an isotropic film ----
iso = (155.0, 60.0, 47.5)
n113 = unit((1, 1, 3))
eps_iso = strain_by_energy(n113, e, iso)
assert np.linalg.norm(inplane(eps_iso @ n113, n113)) < 1e-12

# ---- test: division by C44 + D n_i^2 fails, the 3x3 solution does not ----
n125 = unit((1, 2, 5))
divisor = strong[2] + (strong[0]-strong[1]-2*strong[2]) * n125[2]**2
assert abs(divisor) < 1e-10
eps125 = strain_from_q(n125, e, solve_q(n125, e, strong))
assert np.abs(eps125 - strain_by_energy(n125, e, strong)).max() < 1e-10
assert np.linalg.eigvalsh(christoffel(n125, strong)).min() > 1

# ---- worked example on (113) ----
n = n113
t, u = unit((3, 3, -2)), unit((1, -1, 0))
q = solve_q(n, e, C)
eps = strain_from_q(n, e, q)
sig = stress(eps, C)
gamma = q @ t
F = (1 + e) * I3 + np.outer(q, n)
edges = a_film * F
recip = np.linalg.inv(edges).T @ np.array([1, 1, 3])
spacing = 1 / np.linalg.norm(recip)
assert np.allclose(unit(recip), n, atol=1e-12)
assert abs(spacing - a_film / np.sqrt(11) * (1 + e + q @ n)) < 1e-12
for v in ((1, -1, 0), (3, 3, -2)):
    assert np.allclose(edges @ v, a_sub * np.array(v), atol=1e-12)
axis = unit(edges @ np.array([1, 1, 3]))
tilt = np.degrees(np.arctan2(np.linalg.norm(np.cross(axis, n)), axis @ n))
tilt_formula = np.degrees(np.arctan(abs(gamma) / (1 + e + q @ n)))
assert abs(tilt - tilt_formula) < 1e-9
R, _ = polar(F)
rotation = np.degrees(np.arccos((np.trace(R) - 1) / 2))
assert abs(rotation / np.degrees(abs(gamma) / 2) - 1) < 0.05

# ---- what happens if the interface shear is forbidden ----
q_locked = -e * (C[0] + 2*C[1]) / (n @ christoffel(n, C) @ n) * n
eps_locked = strain_from_q(n, e, q_locked)
traction_locked = t @ stress(eps_locked, C) @ n
W_free, W_locked = energy2(eps, C), energy2(eps_locked, C)
assert W_locked > W_free and abs(traction_locked) > 1e-3
assert abs(n @ stress(eps_locked, C) @ n) < 1e-10


# ---- neglected: finite strain and third-order elasticity ----
def q_nonlinear(strain):
    def energy(x):
        G = (1 + strain) * I3 + np.outer(x, n)
        green = (G.T @ G - I3) / 2
        return energy2(green, C) + energy3(green, third)
    return stationary_point(energy, 12)


def deviation(strain):
    linear = solve_q(n, strain, C)
    return np.linalg.norm(q_nonlinear(strain) - linear) / np.linalg.norm(linear)


assert abs(10 * deviation(e / 100) / deviation(e / 10) - 1) < 0.3
q_nl = q_nonlinear(e)
change_shear = 100 * (q_nl @ t / gamma - 1)
change_normal = 100 * ((e + q_nl @ n) / (e + q @ n) - 1)

# ---- neglected: temperature, stiffness error, substrate compliance ----
de_use = -d_alpha * (T_use - T_ref)
de_growth = -d_alpha * (T_growth - T_ref)
C_off = (C[0], C[1], 1.05 * C[2])
change_c44 = 100 * (solve_q(n, e, C_off) @ t / gamma - 1)
r = h_film / h_sub
plate = np.array([[1 + r, r / 2], [r / 2, 1 / 12 + r / 4]])
e0, curvature = np.linalg.solve(plate, [-r, -r / 2])
relief = -(e0 + curvature / 2)
assert abs(relief / (4 * r) - 1) < 1e-3

# ---- neglected: plastic relaxation by misfit dislocations ----
G_iso = (C[0] - C[1] + 3 * C[2]) / 5
B_iso = (C[0] + 2 * C[1]) / 3
nu = (3 * B_iso - 2 * G_iso) / (2 * (3 * B_iso + G_iso))
burgers = a_film / np.sqrt(2)


def edge_density(theta):
    """Edge-dislocation energy density times r^2, for G = b = 1."""
    k = 1 / (2 * np.pi * (1 - nu))
    radial, shear = -k * np.sin(theta), k * np.cos(theta)
    return (2 * radial**2 + 2 * shear**2 - nu * (2 * radial)**2) / 4


edge_energy = quad(edge_density, 0, 2 * np.pi)[0]
assert abs(edge_energy - 1 / (4 * np.pi * (1 - nu))) < 1e-10


def critical_thickness(normal):
    sigma = stress(strain_from_q(normal, e, solve_q(normal, e, C)), C)
    planes = [unit(p) for p in ((1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1))]
    slips = [unit(b) for b in ((1, 1, 0), (1, -1, 0), (1, 0, 1),
                               (1, 0, -1), (0, 1, 1), (0, 1, -1))]
    found, systems = [], 0
    for m in planes:
        line = unit(np.cross(m, normal))
        side = np.cross(normal, line)
        for b in slips:
            if abs(b @ m) > 1e-9:
                continue
            systems += 1
            work = burgers * abs(b @ sigma @ side)
            glide = burgers * abs(b @ sigma @ m)
            glide /= np.linalg.norm(np.cross(m, normal))
            assert abs(work - glide) < 1e-10
            if work < 1e-6:
                continue
            cost = (G_iso * burgers**2 * (1 - nu * (b @ line)**2)
                    / (4 * np.pi * (1 - nu)))
            A = cost / work
            assert A > burgers
            found.append(brentq(
                lambda h: A * (np.log(h / burgers) + 1) - h, A, 1000 * A))
    assert systems == 12
    return min(found)


n001 = np.array([0.0, 0.0, 1.0])
hc001, hc113 = critical_thickness(n001), critical_thickness(n113)
assert h_film < min(hc001, hc113)
eps001 = strain_by_energy(n001, e, C)
assert abs(eps001[2, 2] + 2 * C[1] / C[0] * e) < 1e-12

# ---- output ----
print(f"surfaces tested, each for two crystals: {count}")
print(f"largest strain gap, equations vs energy: {worst:.1e}")
print(f"substrate, film lattice parameter: {a_sub:.3f}, {a_film:.3f} nm")
print(f"C11, C12, C44: {C[0]:.0f}, {C[1]:.0f}, {C[2]:.0f} GPa")
print(f"anisotropy C11-C12-2C44: {aniso:.0f} GPa")
print(f"in-plane strain e: {100*e:.4f} %")
G113 = christoffel(n, C)
print(f"(113) Gamma xx, zz: {G113[0,0]:.3f}, {G113[2,2]:.3f} GPa")
print(f"(113) Gamma xy, xz: {G113[0,1]:.3f}, {G113[0,2]:.3f} GPa")
rhs = -e * (C[0] + 2 * C[1]) * n
print(f"(113) right side x, z: {rhs[0]:.4f}, {rhs[2]:.4f} GPa")
print(f"(113) q_x = q_y, q_z: {100*q[0]:.4f}, {100*q[2]:.4f} %")
print(f"(113) strain xx = yy, zz: {100*eps[0,0]:.4f}, {100*eps[2,2]:.4f} %")
print(f"(113) strain xy, xz = yz: {100*eps[0,1]:.4f}, {100*eps[0,2]:.4f} %")
print(f"(113) q.n, q.t with t=[33-2]: {100*(q@n):.4f}, {100*gamma:.4f} %")
print(f"(113) stress along [33-2], [1-10]: {t@sig@t:.3f}, {u@sig@u:.3f} GPa")
print(f"(113) tilt of film [113] axis: {tilt:.4f} deg")
print(f"(113) rotation of film lattice: {rotation:.4f} deg")
print(f"(113) plane spacing, strained film: {spacing:.5f} nm")
print(f"(113) plane spacing, relaxed film: {a_film/np.sqrt(11):.5f} nm")
print("surface: normal strain %, interface shear %, crystal xy, xz %")
for hkl in ((0, 0, 1), (1, 1, 5), (1, 1, 3), (1, 1, 2),
            (1, 1, 1), (3, 3, 1), (1, 1, 0)):
    m = unit(hkl)
    tm = np.array([m[2], m[2], -2 * m[0]]) / np.sqrt(2)
    if hkl == (0, 0, 1):
        tm = unit((1, 1, 0))
    s = strain_from_q(m, e, solve_q(m, e, C))
    row = [100 * x + 0.0 for x in (m@s@m, m@s@tm, s[0, 1], s[0, 2])]
    row = [0.0 if abs(x) < 1e-10 else x for x in row]
    print(f"  {hkl}: " + ", ".join(f"{x:.4f}" for x in row))
print(f"shear forbidden: leftover traction {traction_locked:.4f} GPa")
print(f"energy density, shear free: {1000*W_free:.3f} MJ/m3")
print(f"energy density, shear forbidden: {1000*W_locked:.3f} MJ/m3")
print(f"rough C111, C112, C123: {third[0]:.0f}, {third[1]:.0f}, "
      f"{third[2]:.0f} GPa")
print(f"rough C144, C166, C456: {third[3]:.0f}, {third[4]:.0f}, "
      f"{third[5]:.0f} GPa")
print(f"nonlinear change of q.t: {change_shear:.2f} %")
print(f"nonlinear change of normal strain: {change_normal:.2f} %")
print(f"5 % larger C44 changes q.t by: {change_c44:.2f} %")
print(f"expansion difference, rough: {d_alpha:.1e} 1/K")
print(f"temperatures ref, use, growth: {T_ref:.0f}, {T_use:.0f}, "
      f"{T_growth:.0f} K")
print(f"relative change of e at use: {100*de_use/e:.2f} %")
print(f"relative change of e at growth: {100*de_growth/e:.2f} %")
print(f"film, substrate thickness: {h_film:.0f}, {h_sub:.0f} nm")
print(f"fraction of misfit taken by substrate: {relief:.2e}")
print(f"isotropic shear modulus: {G_iso:.1f} GPa; Poisson ratio: {nu:.3f}")
print(f"Burgers vector length: {burgers:.4f} nm")
print(f"critical thickness (001), (113): {hc001:.1f}, {hc113:.1f} nm")
print("done: every assertion held")
```

It prints:

```
surfaces tested, each for two crystals: 182
largest strain gap, equations vs energy: 1.0e-17
substrate, film lattice parameter: 0.543, 0.550 nm
C11, C12, C44: 155, 60, 75 GPa
anisotropy C11-C12-2C44: -55 GPa
in-plane strain e: -1.2727 %
(113) Gamma xx, zz: 82.273, 140.455 GPa
(113) Gamma xy, xz: 12.273, 36.818 GPa
(113) right side x, z: 1.0553, 3.1659 GPa
(113) q_x = q_y, q_z: 0.2996, 2.0970 %
(113) strain xx = yy, zz: -1.1824, 0.6240 %
(113) strain xy, xz = yz: 0.0903, 0.4516 %
(113) q.n, q.t with t=[33-2]: 2.0774, -0.5109 %
(113) stress along [33-2], [1-10]: -2.484, -2.303 GPa
(113) tilt of film [113] axis: 0.2904 deg
(113) rotation of film lattice: 0.1467 deg
(113) plane spacing, strained film: 0.16717 nm
(113) plane spacing, relaxed film: 0.16583 nm
surface: normal strain %, interface shear %, crystal xy, xz %
  (0, 0, 1): 0.9853, 0.0000, 0.0000, 0.0000
  (1, 1, 5): 0.9103, -0.2015, 0.0281, 0.2829
  (1, 1, 3): 0.8047, -0.2555, 0.0903, 0.4516
  (1, 1, 2): 0.6768, -0.2230, 0.2198, 0.5973
  (1, 1, 1): 0.5534, 0.0000, 0.6087, 0.6087
  (3, 3, 1): 0.6213, 0.0691, 0.9126, 0.2554
  (1, 1, 0): 0.6451, 0.0000, 0.9589, 0.0000
shear forbidden: leftover traction 0.3134 GPa
energy density, shear free: 30.463 MJ/m3
energy density, shear forbidden: 31.264 MJ/m3
rough C111, C112, C123: -800, -450, -70 GPa
rough C144, C166, C456: 15, -300, -70 GPa
nonlinear change of q.t: -4.02 %
nonlinear change of normal strain: 1.91 %
5 % larger C44 changes q.t by: 9.08 %
expansion difference, rough: 1.0e-06 1/K
temperatures ref, use, growth: 300, 400, 850 K
relative change of e at use: 0.79 %
relative change of e at growth: 4.32 %
film, substrate thickness: 4, 700000 nm
fraction of misfit taken by substrate: 2.29e-05
isotropic shear modulus: 64.0 GPa; Poisson ratio: 0.217
Burgers vector length: 0.3889 nm
critical thickness (001), (113): 9.3, 4.4 nm
done: every assertion held
```
